# Why PAW one-centre energies give no explicit force

Suppose a new term is added to the atom-centred part of a projector augmented-wave (PAW) code. Someone must decide whether the force routine needs a new derivative. If the term belongs rigidly to its atom and sees the rest of the system through the projector occupancies alone, no integral inside the sphere has to be differentiated with respect to the atomic position. The existing projector derivative suffices, once the new term has been included in the matrix that multiplies it. If the term contains a potential that varies with position in the laboratory, its value at fixed occupancies generally changes when the atom moves, and a separate force is then needed.

A one-dimensional model with two atoms shows both cases. Hartree atomic units are used, the orbitals $\tilde\psi_n$ are real, and their occupations $f_n$ are fixed.

## The model and its energy

Atom $a$ sits at $R_a$ and owns the interval $|x-R_a|<r_c$, called its sphere. Spheres do not overlap. Inside, a full partial wave $\phi_i$ replaces a smooth one $\tilde\phi_i$; outside, the two coincide. The projectors $\tilde p_i$ vanish outside the sphere and satisfy $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. All these functions depend on $s=x-R_a$. The orbitals enter an atom through

$$\rho^a_{ij}=\sum_n f_n\langle\tilde\psi_n|\tilde p^a_i\rangle\langle\tilde p^a_j|\tilde\psi_n\rangle .$$

Inside the sphere these occupancies define two densities,

$$n_a=\sum_{ij}\rho^a_{ij}\phi_i\phi_j,\qquad \tilde n_a=\sum_{ij}\rho^a_{ij}\tilde\phi_i\tilde\phi_j .$$

Charges interact through $u(x-x')=A\,e^{-\kappa|x-x'|}$, and I write $(q|q')=\iint q(x)\,u(x-x')\,q'(x')\,dx\,dx'$. Electrons count as positive charge, so a nucleus is $-Z_a\delta(s)$. The local exchange energy density is $e_x(n)=-c\,n^{3/2}$. The PAW energy is

$$E=\tilde E+\sum_a\Delta E_a,$$

$$\tilde E=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\tfrac12(\tilde\rho|\tilde\rho)+\int e_x(\tilde n)\,dx .$$

Here $T$ is the kinetic energy operator, $\tilde n=\sum_n f_n\tilde\psi_n^2$, and $\tilde\rho=\tilde n+\sum_a\sum_L Q^a_L\,g_L(x-R_a)$. The $g_L$ are compensation charges inside the sphere. With $q_a=n_a-Z_a\delta(s)$ and $\tilde q_a=\tilde n_a+\sum_LQ^a_Lg_L$, the one-centre energy is

$$\Delta E_a=\sum_{ij}\rho^a_{ij}\Delta T_{ij}+\tfrac12(q_a|q_a)-\tfrac12(\tilde q_a|\tilde q_a)-\tfrac12AZ_a^2+\int[e_x(n_a)-e_x(\tilde n_a)]\,ds,$$

where $\Delta T_{ij}=\frac12\int(\phi_i'\phi_j'-\tilde\phi_i'\tilde\phi_j')\,ds$. The constant removes the interaction of the nucleus with itself.

## Why the neighbours are absent from the one-centre energy

Atoms do interact, so the absence of neighbours from $\Delta E_a$ needs a reason. Take a charge $q(s')$ inside a sphere and a point $s$ to its right. Since $s>s'$, its potential is

$$A e^{-\kappa s}\int e^{\kappa s'}q(s')\,ds'=Ae^{-\kappa s}(C+S),$$

with $C=\int q\cosh\kappa s'\,ds'$ and $S=\int q\sinh\kappa s'\,ds'$. On the left it is $Ae^{\kappa s}(C-S)$. Two moments therefore fix the whole exterior potential.

Choose $g_0$ even with $\int g_0\cosh\kappa s\,ds=1$, and $g_1$ odd with $\int g_1\sinh\kappa s\,ds=1$. The other two moments vanish by parity. Then $q_a$ and $\tilde q_a$ have equal moments if

$$Q^a_L=\sum_{ij}\Delta_{L,ij}\,\rho^a_{ij}-Z_a\delta_{L0},$$

$$\Delta_{L,ij}=\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,m_L\,ds,\qquad m_0=\cosh\kappa s,\quad m_1=\sinh\kappa s .$$

The nucleus enters only $L=0$, because $\cosh0=1$ and $\sinh0=0$.

The difference $d_a=q_a-\tilde q_a$ now has no potential outside its sphere. The true charge is $\tilde\rho+\sum_ad_a$, with energy

$$\tfrac12(\tilde\rho|\tilde\rho)+\sum_a(\tilde\rho|d_a)+\tfrac12\sum_{ab}(d_a|d_b).$$

For $a\ne b$, $(d_a|d_b)=0$. In $(\tilde\rho|d_a)$ only the part of $\tilde\rho$ inside sphere $a$ counts, and this part is $\tilde q_a$ if the smooth partial waves represent the orbitals there completely. What remains for atom $a$ is

$$(\tilde q_a|d_a)+\tfrac12(d_a|d_a)=\tfrac12(q_a|q_a)-\tfrac12(\tilde q_a|\tilde q_a).$$

Interaction between atoms has moved into $\tilde E$, where it is carried by the smooth density and the compensation charges. With finitely many partial waves the representation is incomplete, and the PAW expression serves as the definition of the energy being differentiated.

## The explicit derivative vanishes

Hold $\rho^a$ fixed and write any one-centre integral in laboratory coordinates. Its functions contain $x-R_a$, and its limits are $R_a\pm r_c$. Substituting $x=R_a+s$ and $x'=R_a+s'$ gives $dx=ds$, limits $\pm r_c$, and $u(x-x')=u(s-s')$. The position has disappeared from integrand and limits together. The coefficients $Q_L$ depend on $\rho^a$ alone. Hence

$$\Delta E_a=\Delta E_a(\rho^a),\qquad \left.\frac{\partial\Delta E_a}{\partial R_a}\right|_{\rho^a}=0 .$$

The same substitution works for vectors in three dimensions with the Coulomb interaction, since that too depends only on the separation of two points.

This statement concerns a derivative at fixed occupancies. It does not say that the one-centre energy remains constant. When an atom moves through frozen orbitals, its projectors sample another part of them:

$$\frac{\partial\rho_{ij}}{\partial R_a}=-\sum_nf_n\left[\langle\tilde\psi_n|\tilde p_i'\rangle\langle\tilde p_j|\tilde\psi_n\rangle+\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j'|\tilde\psi_n\rangle\right].$$

The minus sign comes from $\partial\tilde p_i(x-R_a)/\partial R_a=-\tilde p_i'(x-R_a)$. By the chain rule,

$$\left.\frac{d\Delta E_a}{dR_a}\right|_{\tilde\psi}=\sum_{ij}G_{ij}\frac{\partial\rho_{ij}}{\partial R_a},\qquad G_{ij}=\frac{\partial\Delta E_a}{\partial\rho_{ij}} .$$

To find $G$, let $v_a$ and $\tilde v_a$ be the potentials of $q_a$ and $\tilde q_a$. The derivative of $\frac12(q|q)$ is $(\partial q|q)$, because $u$ is symmetric. With $v_x(n)=de_x/dn=-\frac32c\sqrt n$,

$$G_{ij}=\Delta T_{ij}+\int\phi_i\phi_j[v_a+v_x(n_a)]\,ds-\int\tilde\phi_i\tilde\phi_j[\tilde v_a+v_x(\tilde n_a)]\,ds-\sum_L\Delta_{L,ij}\int g_L\tilde v_a\,ds .$$

The last term is there because $\tilde q_a$ contains $Q_L(\rho)$. Everything here is computed within the sphere; no neighbour and no position is needed beyond $\rho^a$.

## The complete force

At frozen orbitals $\tilde n$ does not change, but the compensation charge of the moving atom changes in two ways:

$$\frac{\partial\tilde\rho}{\partial R_a}=\sum_LQ_L\frac{\partial g_L}{\partial R_a}+\sum_Lg_L\sum_{ij}\Delta_{L,ij}\frac{\partial\rho_{ij}}{\partial R_a}.$$

Let $v_H$ be the potential of $\tilde\rho$. Then $\frac12(\tilde\rho|\tilde\rho)$ changes by $\int v_H\,\partial\tilde\rho/\partial R_a\,dx$. Collecting the factors of $\partial\rho_{ij}/\partial R_a$,

$$\left.\frac{\partial E}{\partial R_a}\right|_{\tilde\psi}=\int v_H\sum_LQ_L\frac{\partial g_L}{\partial R_a}dx+\sum_{ij}D_{ij}\frac{\partial\rho_{ij}}{\partial R_a},$$

$$D_{ij}=G_{ij}+\sum_L\Delta_{L,ij}\int v_Hg_L\,dx .$$

The orbitals also respond. They obey $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$, where

$$S=1+\sum_a\sum_{ij}|\tilde p_i\rangle\Delta S_{ij}\langle\tilde p_j|,\qquad\Delta S_{ij}=\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,ds .$$

Varying $E$ with respect to the orbitals gives $\delta E=2\sum_nf_n\langle\delta\tilde\psi_n|\tilde H|\tilde\psi_n\rangle$, with $\tilde H=T+v_H+v_x(\tilde n)+\sum_a\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|$. At self-consistency $\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$, so the response contributes $2\sum_nf_n\varepsilon_n\langle d\tilde\psi_n/dR_a|S|\tilde\psi_n\rangle$. Differentiating the normalization gives

$$2\left\langle\frac{d\tilde\psi_n}{dR_a}\middle|S\middle|\tilde\psi_n\right\rangle=-\left\langle\tilde\psi_n\middle|\frac{\partial S}{\partial R_a}\middle|\tilde\psi_n\right\rangle .$$

The unknown response is thereby eliminated, and $F_a=-dE/dR_a$ becomes

$$F_a=-\int v_H\sum_LQ_L\frac{\partial g_L}{\partial R_a}dx-\sum_{ij}D_{ij}\frac{\partial\rho_{ij}}{\partial R_a}+\sum_nf_n\varepsilon_n\left\langle\tilde\psi_n\middle|\frac{\partial S}{\partial R_a}\middle|\tilde\psi_n\right\rangle .$$

No further term arises if the functions used to expand $\tilde\psi_n$ stay in place, as they do below. The first term is an explicit force, but it belongs to $\tilde E$: the compensation charge moves in $v_H$, the potential of the smooth charge $\tilde\rho$ of all atoms. Inside the sphere this is not the potential of the true charge.

## Numbers for two atoms

Take $A=1$ Ha, $\kappa=0.5$ bohr$^{-1}$, $c=0.5$ Ha bohr$^{1/2}$ and $r_c=1.2$ bohr. Nuclei of charge 3 and 2 stand at $-1.3$ and $1.2$ bohr, with four electrons in two doubly occupied orbitals. With $s$ in bohr and $w=(1-s^2/r_c^2)^4$ inside the sphere, zero outside, the partial waves in bohr$^{-1/2}$ are

$$\tilde\phi_0=e^{-s^2/2},\quad\tilde\phi_1=s\,e^{-s^2/2},\quad\phi_0=\tilde\phi_0+0.3\,w,\quad\phi_1=\tilde\phi_1+0.3\,s\,w .$$

The projectors are $\tilde p_i=w\tilde\phi_i/\int w\tilde\phi_i^2ds$, and $g_0\propto w$, $g_1\propto sw$. These waves are chosen, not solved for an atom. The example concerns the derivative of this PAW energy, not its closeness to an energy computed without PAW.

The orbitals are expanded in 181 sinc functions with fixed centres 0.1 bohr apart, from $-9$ to 9 bohr. The projections and the smooth Hartree and exchange integrals are taken as plain sums over these centres, and the digits below belong to the energy so defined. The kink of $u$ gives these sums an error of second order in the spacing: with accurate integrals in the same basis, $\rho_{00}$ of atom 1 moves from 0.8856 to 0.8853, $\Delta E_1$ from $-3.94637$ to $-3.94622$ Ha, and the force from 0.12007 to 0.12017 Ha/bohr (6.17 to 6.18 eV/Å). Repeated diagonalization with mixing of the density matrix gives the self-consistent state. For atom 1 it has $\rho_{00}=0.8856$, $\rho_{01}=-0.0512$, $\rho_{11}=0.1108$ and $\Delta E_1=-3.94637$ Ha.

**Occupancies frozen.** Atom 1 is carried through the laboratory with its $\rho_{ij}$ held fixed. The one-centre integrals are summed on a laboratory grid of spacing $h=0.001$ bohr that does not follow the atom. They may run over the whole line: outside the sphere the kinetic and exchange integrands cancel, and the interaction difference is $\frac12(q_a-\tilde q_a|q_a+\tilde q_a)$, whose first factor has no exterior potential.

| $R_1$ (bohr) | $\Delta E_1$ (Ha) |
|---|---|
| $-1.30000$ | $-3.9463705$ |
| $-0.91373$ | $-3.9463701$ |
| $0.27182$ | $-3.9463702$ |
| $1.61807$ | $-3.9463704$ |

The spread is $4.4\times10^{-7}$ Ha, and it comes from the grid. The nuclear attraction integrand $-ZAn_a(s)e^{-\kappa|s|}$ has a kink at $s=0$, where its slope jumps by $J=2\kappa AZn_a(0)$. If the kink lies a fraction $\theta$ into a grid cell, the chord used by the trapezoidal rule encloses an excess area $\frac12J\theta(1-\theta)h^2$. Here $n_a(0)=\rho_{00}\phi_0(0)^2=0.8856\times1.3^2=1.50$ bohr$^{-1}$, so $J=4.5$ Ha bohr$^{-2}$. At $R_1=-0.91373$ bohr, $\theta=0.27$ and the excess is $4.4\times10^{-7}$ Ha; at $-1.3$ bohr the nucleus is on a grid point and this excess is zero. The on-grid sum is not exact either. The curvature of the integrand $f$ on the two smooth sides adds an error $\frac{h^2}{12}\int f''ds=\frac{h^2}{12}[f'(0^-)-f'(0^+)]=-Jh^2/12$. To this order that error does not depend on $\theta$, so it shifts all four entries alike and does not enter the spread. An atom-centred grid, which moves with the nucleus, removes this false position dependence.

**Orbitals frozen.** Now let the projectors of atom 1 move through fixed $\tilde\psi_n$. The entries needed are:

| $ij$ | $G_{ij}$ (Ha) | $\partial\rho_{ij}/\partial R_1$ (bohr$^{-1}$) |
|---|---|---|
| 00 | $-0.64505$ | $-0.09165$ |
| 01 | $0.00387$ | $-1.11466$ |
| 11 | $0.03908$ | $0.40081$ |

The off-diagonal entry occurs twice, so the slope is

$$0.0591-0.0086+0.0157=0.0662\ \text{Ha/bohr}.$$

A central difference of $\Delta E_1$, with the atom displaced by $\pm0.002$ bohr and the integrals taken on the laboratory grid, gives 0.066156 Ha/bohr, against 0.066157 from the chain rule. The step is two grid cells, so the nucleus lies on a grid point at both ends and the kink error cancels. The one-centre energy changes, and the change is accounted for by $\rho_{ij}$.

**Orbitals relaxed.** If the orbitals are solved anew at each displaced position of atom 1, the slope of $\Delta E_1$ becomes $-0.0053$ Ha/bohr. It has even changed sign. The one-centre energy of atom 2, which has not moved, has the slope $-0.0338$ Ha/bohr, because its occupancies respond to the new orbitals. Neither slope is to be inserted into the force formula. They contain orbital response, whose contributions to the total energy combine into the overlap term by stationarity.

The force has these parts:

| part (Ha/bohr) | atom 1 | atom 2 |
|---|---|---|
| moving compensation charge | $-0.0379$ | $0.1310$ |
| one-centre energy through $\rho_{ij}$ | $-0.0662$ | $-0.0709$ |
| compensation strength through $\rho_{ij}$ | $-0.0253$ | $-0.0267$ |
| overlap | $0.0093$ | $0.0867$ |
| sum | $-0.1201$ | $0.1201$ |

The second and third rows are the two pieces of $-\sum D_{ij}\,\partial\rho_{ij}/\partial R_a$. Central differences of the self-consistent total energy, again with $\pm0.002$ bohr, give forces of $-0.120069$ and $0.120070$ Ha/bohr; the formula gives $-0.120068$ and $0.120070$. The atoms repel with 0.120 Ha/bohr, or 6.17 eV/Å. The individual rows do not cancel between the atoms, though their sums do to $1.7\times10^{-6}$ Ha/bohr. Exact cancellation is not required here, because the smooth integrals are summed on grid points that stay behind when the atoms move, so the energy is not strictly invariant under a common shift of both atoms. With accurate integrals in the same basis the residue falls below $10^{-8}$ Ha/bohr. The size of the residue depends on where the atoms sit relative to the grid points.

Reading "no explicit force" as "no contribution to the force" would delete the second row. Atom 1 would then feel $-0.0539$ instead of $-0.1201$ Ha/bohr, an error of 55% relative to the full force.

## When an explicit force returns

Place the electrons in a potential $\mathcal Fx$ fixed in the laboratory, and include its correction inside the sphere. With $x=R_a+s$ this correction is

$$\mathcal F\sum_{ij}\rho_{ij}\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)(R_a+s)\,ds .$$

The substitution no longer removes $R_a$. At fixed occupancies the slope is $\mathcal F\sum_{ij}\rho_{ij}\Delta S_{ij}$. By parity $\Delta S_{01}=0$, while $\Delta S_{00}=0.6145$ and $\Delta S_{11}=0.0702$. For $\mathcal F=0.1$ Ha/bohr and the occupancies of atom 1 found without the field,

$$0.1\,(0.8856\times0.6145+0.1108\times0.0702)=0.0552\ \text{Ha/bohr}.$$

A central difference on the laboratory grid gives the same value. This term would add $-0.0552$ Ha/bohr to the force as an explicit contribution.

The decision about a new one-centre term therefore rests on one question: with $\rho_{ij}$ held fixed, does its value change when the atom is carried elsewhere? Partial waves that were readjusted to the surroundings, or a potential of a neighbour inserted directly into the sphere, would make it change, and their derivatives would be required. A term that passes needs only its derivative with respect to $\rho_{ij}$, added to $D_{ij}$. That one matrix then serves both the Hamiltonian and the force. The rule covers the one-centre term alone. If the term comes with a partner in $\tilde E$ that moves with the atom, as a localized potential $\bar v(x-R_a)$ or a smooth core density does in full PAW codes, the partner brings its own explicit force. For the potential it is $-\int\tilde n\,\partial\bar v/\partial R_a\,dx$, which amounts to 0.0126 Ha/bohr in this model for $\bar v=0.3\,w$ Ha on atom 1.
